# Positivity alone does not make a kernel good: Fejér versus Jackson

A level at the centre of a spectrum is broadened by the kernel polynomial method with 256 Chebyshev moments, on an energy scale where the allowed interval runs from $-2$ to $2$ eV. With the Fejér kernel the peak has a full width at half maximum of 0.0435 eV; with the Jackson kernel, 0.0581 eV. The Fejér peak is the narrower one. Yet the root-mean-square (rms) deviation from the true energy is 0.125 eV for Fejér and 0.0244 eV for Jackson, five times smaller. Both kernels are nonnegative, so no cancellation of signs is involved.

It is tempting to reason that damping is there to remove the negative oscillations of a truncated series, so that any kernel which removes them will do. The Fejér kernel is a counter-example.

## What the kernel does to one level

Let $x=E/W$, with $W$ large enough that the spectrum lies inside $[-1,1]$. The Chebyshev polynomials are $T_n(\cos\theta)=\cos n\theta$, and

$$\int_{-1}^{1}\frac{T_n(x)T_m(x)}{\pi\sqrt{1-x^2}}\,dx=\begin{cases}1,& n=m=0\\ \tfrac12,& n=m\ge1\\ 0,& n\ne m.\end{cases}\tag{1}$$

A density of states is a weighted sum of delta functions, and the method is linear in it, so one level at $a$ suffices. With $N\ge3$ moments, $n=0,\dots,N-1$, and damping factors $g_n$, $g_0=1$, the level becomes

$$D(x;a)=\frac{1}{\pi\sqrt{1-x^2}}\Big[1+2\sum_{n=1}^{N-1}g_nT_n(a)T_n(x)\Big].\tag{2}$$

Put $x=\cos\theta$, $a=\cos\theta_a$ and use $2\cos n\theta_a\cos n\theta=\cos n(\theta-\theta_a)+\cos n(\theta+\theta_a)$. The density per unit angle is then

$$D\sin\theta=k(\theta-\theta_a)+k(\theta+\theta_a),\quad k(\varphi)=\frac1{2\pi}\Big[1+2\sum_{n=1}^{N-1}g_n\cos n\varphi\Big].\tag{3}$$

If $k\ge0$, then $D\ge0$.

The mean square deviation $M(a)=\int(x-a)^2D\,dx$ needs three integrals, all from (1). The norm is 1. The mean of $x=T_1$ is $2g_1a\cdot\frac12=g_1a$. Since $x^2=(1+T_2)/2$, the mean of $x^2$ is $[1+g_2(2a^2-1)]/2$. Therefore

$$M(a)=\tfrac12+g_2\big(a^2-\tfrac12\big)-2g_1a^2+a^2=\frac{1-g_2}{2}+a^2(1+g_2-2g_1).\tag{4}$$

The deviation is taken from the true position $a$, not from the mean $g_1a$, so it includes the shift of the peak.

Without damping, $g_1=g_2=1$ and $M=0$ for every $a$. That series is not infinitely sharp: for $N=256$ its kernel falls to $-0.217$ of its peak height, and negative lobes cancel the positive contributions to $M$. Positivity is thus what allows $\sqrt M$ to be read as a width. It does not make that width small. The extreme case is $g_n=0$ for all $n\ge1$: the kernel is the positive constant $1/(2\pi)$, and $M=\frac12+a^2$ however many moments were computed.

## The counter-example: Fejér

A simple way to guarantee positivity is to take real amplitudes $c_0,\dots,c_{N-1}$ with $\sum c_\nu^2=1$ and set

$$k(\varphi)=\frac1{2\pi}\Big|\sum_{\nu=0}^{N-1}c_\nu e^{i\nu\varphi}\Big|^2,\qquad g_n=\sum_{\nu=0}^{N-1-n}c_\nu c_{\nu+n}.\tag{5}$$

The two statements agree because, on expanding the square, the pairs whose indices differ by $n$ contribute $2\cos n\varphi\sum_\nu c_\nu c_{\nu+n}$.

Equal amplitudes $c_\nu=N^{-1/2}$ give the Fejér factors $g_n=(N-n)/N=1-n/N$. Summing the geometric series in (5) gives

$$k_F(\varphi)=\frac{\sin^2(N\varphi/2)}{2\pi N\sin^2(\varphi/2)}.\tag{6}$$

Insert $g_1=1-1/N$ and $g_2=1-2/N$ in (4):

$$M_F=\frac1N+a^2\Big(2-\frac2N-2+\frac2N\Big)=\frac1N.\tag{7}$$

The rms width is $N^{-1/2}$ at every position in the spectrum. For $N=256$ it is $1/16=0.0625$ in $x$, and with $W=2$ eV this is 0.125 eV. Halving it takes four times as many moments.

### The width is in the tails

The main peak behaves differently. For small $\varphi$, with $u=N\varphi/2$, equation (6) gives $k_F(\varphi)/k_F(0)\approx(\sin u/u)^2$. The full width at half maximum is $4u/N$ at the root of $(\sin u/u)^2=\frac12$, which is $5.566/N$. For $N=256$ this is 0.0217 in angle. Near the centre of the spectrum a small change of angle equals the change of $x$ in magnitude, so the width is 0.0435 eV. The visible peak does sharpen as $1/N$.

To locate the mean square, take $a=0$ and let $N$ be divisible by 4. First evaluate $D_F(0;a)$, where the two arguments in (3) are $\varphi_\pm=\pi/2\pm\theta_a$. Because $N\pi/4$ is a multiple of $\pi$, both numerators in (6) equal $\sin^2(N\theta_a/2)=[1-T_N(a)]/2$. In the denominators, $\sin^2(\varphi/2)=(1-\cos\varphi)/2$ with $\cos\varphi_\pm=\mp s$, $s=\sqrt{1-a^2}$. Thus

$$D_F(0;a)=\frac{1-T_N(a)}{2\pi N}\Big[\frac1{1-s}+\frac1{1+s}\Big]=\frac{1-T_N(a)}{\pi Na^2},\tag{8}$$

since the bracket is $2/(1-s^2)=2/a^2$. The square bracket in (2) is unchanged when $x$ and $a$ are exchanged, so the level at zero has the profile

$$x^2D_F(x;0)=\frac{1-T_N(x)}{\pi N\sqrt{1-x^2}}.\tag{9}$$

Per unit angle this is $(1-\cos N\theta)/(\pi N)$: apart from a rapid oscillation, equal intervals of $\theta$ contribute equally to the mean square. The decay of the tail, $1/x^2$, is just cancelled by the weight $x^2$.

Integrating (9) over $|x|>d$ and dividing by $1/N$ gives the share of the mean square from outside $d$. With $\delta=\arcsin d$,

$$1-\frac2\pi\,\delta+\frac{2\sin N\delta}{\pi N}.\tag{10}$$

For $d=0.1$, which is 0.2 eV, the first two terms give 0.936 and the full share at $N=256$ is 0.937. More moments do not change this share appreciably. The weight carrying it is small. Dropping the oscillation in (9) and using $\int dx/(x^2\sqrt{1-x^2})=-\sqrt{1-x^2}/x$, the weight beyond $d$ is about

$$\frac{2\sqrt{1-d^2}}{\pi Nd}=\frac{2\times0.995}{\pi\times256\times0.1}=0.025.$$

So 2.5% of the level's weight produces 94% of its mean square.

This also limits what the rms width means. Two levels 0.08 eV apart, closer than the Fejér rms width of 0.125 eV, are still resolved: midway between them the Fejér density is 0.089 of its value at a level. With Jackson the ratio is 0.502. For separating two equally strong, isolated levels this close together, Fejér does better. The advantage is not uniform: at 0.14 eV the midpoint falls on a Fejér side lobe, and the ratios are 0.094 for Fejér and 0.002 for Jackson. Its defect appears where a small density must be found next to a large one.

## The same number of moments with Jackson

Keep construction (5), but let the amplitudes vanish smoothly at the ends:

$$c_\nu=\sqrt{\frac2{N+1}}\,\sin[(\nu+1)q],\qquad q=\frac{\pi}{N+1}.\tag{11}$$

They are normalized because $\sum_{m=0}^{N}\cos2mq=0$, so $\sum_{m=0}^{N}\sin^2mq=(N+1)/2$. With $m=\nu+1$ and the product formula for sines,

$$g_n=\frac1{N+1}\sum_{m=1}^{N-n}\big[\cos nq-\cos(2m+n)q\big].$$

The second sum telescopes after multiplication by $2\sin q$, because $2\sin q\cos(2m+n)q=\sin(2m+n+1)q-\sin(2m+n-1)q$. What remains is $\sin(2N-n+1)q-\sin(n+1)q$. Since $2(N+1)q=2\pi$, the first term equals $-\sin(n+1)q$, and the sum of cosines is $-\sin[(n+1)q]/\sin q=-\cos nq-\sin nq\cot q$. Hence

$$g_n=\frac{(N-n+1)\cos nq+\sin nq\cot q}{N+1},\tag{12}$$

the Jackson factors. In particular $g_1=\cos q$. With $\sin2q\cot q=2\cos^2q=1+\cos2q$, also $g_2=(N\cos2q+1)/(N+1)$.

Then $(1-g_2)/2=N\sin^2q/(N+1)\equiv S$, and $1+g_2-2g_1=2(1-g_1)-(1-g_2)$, so (4) becomes

$$M_J(a)=S+a^2\big[2(1-\cos q)-2S\big].\tag{13}$$

For large $N$ both $S$ and $2(1-\cos q)$ approach $q^2$. At fixed $|a|<1$ this gives $M_J\approx q^2(1-a^2)$, an rms width of about $\pi\sqrt{1-a^2}/N$. For $N=256$ and $a=0$ the value is 0.0122, or 0.0244 eV. At $a=\pm1$ the leading terms cancel and $M_J\approx q^2-q^2[1-1/(N+1)]=\pi^2/(N+1)^3$, so there the rms width falls faster still, as $N^{-3/2}$.

To match the Jackson rms width at $a=0$, Fejér needs $1/N_F\le M_J$, which gives $N_F=6719$ moments in place of 256. If each moment costs one application of the Hamiltonian, that is 26 times the work.

### The Jackson kernel in closed form

Let $z=e^{i\varphi}$ and $Z=\sum_{m=0}^{N}\sin(mq)z^m$. In the product $(1-2z\cos q+z^2)Z$, the recurrence $\sin mq-2\cos q\sin(m-1)q+\sin(m-2)q=0$ removes the powers $z^2$ to $z^N$. The coefficient of $z^{N+1}$ is $-\sin(N+1)q=0$. The end terms are $z\sin q$ and $z^{N+2}\sin Nq=z^{N+2}\sin q$. With $|1-2z\cos q+z^2|=2|\cos\varphi-\cos q|$ and $|1+z^{N+1}|^2=4\cos^2[(N+1)\varphi/2]$,

$$k_J(\varphi)=\frac{\sin^2q\,\cos^2[(N+1)\varphi/2]}{\pi(N+1)(\cos\varphi-\cos q)^2}.\tag{14}$$

Near the peak, $\cos\varphi-\cos q\approx(q^2-\varphi^2)/2$. With $u=(N+1)\varphi/2$ the profile relative to its maximum is $\cos^2u/(1-4u^2/\pi^2)^2$, and its full width at half maximum tends to $7.470/N$. This exceeds the Fejér value by about a third.

For the tails, replace the rapidly oscillating squares by $\frac12$ and take $1/N\ll|\varphi|\ll1$. Equations (6) and (14) give

$$k_F\approx\frac1{\pi N\varphi^2},\qquad k_J\approx\frac{2\pi}{N^3\varphi^4}.\tag{15}$$

Multiplied by $\varphi^2$, the Fejér tail is flat, whereas the Jackson tail still falls as $\varphi^{-2}$. The Jackson mean square therefore comes mainly from the peak region: at $N=256$ only 4.5% of it comes from beyond $|x|=0.1$.

## False states in a gap

The tails matter in a chain with alternating hoppings $t_1=1.0$ eV and $t_2=0.6$ eV. These are round model parameters, with $W=2.0$ eV as before. The two sites of a cell are coupled by $t_1+t_2e^{-i\kappa}$ at wave number $\kappa$, so

$$E^2=A+C\cos\kappa,\qquad A=t_1^2+t_2^2,\quad C=2t_1t_2.$$

The bands cover $0.4\le|E|\le1.6$ eV, leaving a gap of 0.8 eV. The true density of states at $E=0$ is zero. Each site has weight $\frac12$ in either band, because the Hamiltonian couples only unlike sites. The broadened density at midgap is therefore the average of $D(0;a)$ over $\kappa$, with $a^2=E^2/W^2$, divided by $W$ to convert it to a density per energy.

Two averages are needed. With $\tau=\tan(\kappa/2)$,

$$\Big\langle\frac1{E^2}\Big\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,d\tau}{(A+C)+(A-C)\tau^2}=\frac1{\sqrt{A^2-C^2}}=\frac1B,$$

where $B=|t_1^2-t_2^2|$. Differentiating with respect to $A$ at fixed $C$ and changing the sign gives $\langle1/E^4\rangle=A/B^3$.

For Fejér use (8). The average of $T_N(a)/a^2$ is a Fourier coefficient, in the angle $\theta_a$, of an integrable function, and tends to zero as $N$ grows. The leading result is

$$\rho_F(0)\approx\frac1W\,\frac{W^2}{\pi NB}=\frac{W}{\pi NB}=\frac{2.0}{\pi\times0.64\,N}=\frac{0.995}{N}\ \text{eV}^{-1}\text{ per site}.\tag{16}$$

For Jackson take (14) with $q$ much smaller than the angular distance to the band edge, so that $\cos q\to1$ and $\sin q\to q$, and replace the oscillating square by $\frac12$. The two terms of (3) again have $\cos\varphi=\pm s$, and

$$\frac1{(1-s)^2}+\frac1{(1+s)^2}=\frac{2(1+s^2)}{(1-s^2)^2}=\frac{2(2-a^2)}{a^4}.$$

With the prefactor $q^2/[2\pi(N+1)]$ this gives $D_J(0;a)\approx\pi(2-a^2)/[(N+1)^3a^4]$. Averaging over the bands,

$$\rho_J(0)\approx\frac{\pi}{W(N+1)^3}\Big[\frac{2W^4A}{B^3}-\frac{W^2}{B}\Big]=\frac{251}{(N+1)^3}\ \text{eV}^{-1}\text{ per site},\tag{17}$$

where $A=1.36$ eV² and $B=0.64$ eV² make the bracket $166.0-6.25=159.8$.

The computed false densities, in eV$^{-1}$ per site, are:

| $N$ | Fejér | Jackson | ratio |
|---|---|---|---|
| 128 | $7.55\times10^{-3}$ | $1.20\times10^{-4}$ | 63 |
| 256 | $4.12\times10^{-3}$ | $1.29\times10^{-5}$ | 320 |
| 512 | $2.11\times10^{-3}$ | $1.60\times10^{-6}$ | 1323 |

The entries in this table differ from (16) by up to 9% and from (17) by up to 14%, relative to the formulas, because the neglected terms oscillate with $N$ and die out only slowly. At other $N$ of similar size the difference can be larger. Averaging over $N$ in steps of 4 removes most of the oscillation. The prefactors are then 0.995 and 253.0 for $N=128$ to 252, and 0.997 and 250.6 for $N=256$ to 508, against 0.995 and 251.0 from the formulas. That they barely change when $N$ doubles supports both power laws.

By (16), Fejér would need roughly $0.995/(1.29\times10^{-5})\approx8\times10^4$ moments to bring its midgap density down to what Jackson reaches with 256. This factor belongs to this gap and this $N$; it is not a general ratio of costs.

## The correct general statement

Average (4) over levels spread uniformly in $\theta_a$. Since $a^2=\cos^2\theta_a$ averages to $\frac12$,

$$\overline M=\frac{1-g_2}2+\frac{1+g_2-2g_1}2=1-g_1.\tag{18}$$

The following then holds.

**For every nonnegative kernel with $N$ moments and $g_0=1$, $\overline M\ge1-\cos\frac{\pi}{N+1}$. Jackson attains this bound; Fejér has $\overline M=1/N$.**

For large $N$ the bound is $\pi^2/(2N^2)$. An averaged rms width of order $1/N$ is thus the best that positivity permits, and positivity by itself does not deliver it.

**Proof.** Consider

$$I=\int_0^{2\pi}(\cos q-\cos\varphi)\,k(\varphi)\,d\varphi=\cos q-g_1,$$

where (3) gives $\int k\,d\varphi=1$ and $\int k\cos\varphi\,d\varphi=g_1$. The integrand is a trigonometric polynomial of degree at most $N$. Evaluate it with the $N+1$ equally spaced nodes $\varphi_j=(2j+1)q$, $j=0,\dots,N$, each of weight $2q$. This rule is exact here, because for $0<|m|\le N$

$$\sum_{j=0}^{N}e^{im\varphi_j}=e^{imq}\sum_{j=0}^{N}e^{2\pi imj/(N+1)}=0.$$

All nodes lie between $q$ and $2\pi-q$, where $\cos\varphi_j\le\cos q$. Since $k(\varphi_j)\ge0$, every term of the sum is nonnegative. Hence $I\ge0$ and $g_1\le\cos q$, which with (18) is the bound. Jackson has $g_1=\cos q$ and attains it. Fejér has $g_1=1-1/N$. ∎

For $N=12$ a numerical maximization of $g_1$ over nonnegative kernels, with no use of this proof, returns 0.97094, equal to $\cos(\pi/13)$ to the digits shown. Fejér has 0.91667.

### Why equal amplitudes are a poor choice

For kernels of the form (5), set $c_{-1}=c_N=0$ and expand the squares:

$$\frac12\sum_{\nu=-1}^{N-1}(c_{\nu+1}-c_\nu)^2=\sum_\nu c_\nu^2-\sum_\nu c_\nu c_{\nu+1}=1-g_1.\tag{19}$$

The averaged mean square is the cost of the steps in the amplitudes. Fejér is flat inside and has two steps of height $N^{-1/2}$ at its ends, which cost $\frac12\cdot2\cdot\frac1N=\frac1N$. Jackson climbs from zero and returns to it in about $N$ steps, each at most of order $N^{-1/2}q\sim N^{-3/2}$, so the total is of order $N\cdot N^{-3}=N^{-2}$. Expression (19) has the form of a kinetic energy on a lattice, and the amplitudes (11) are the lowest standing wave between hard walls. Positivity comes from the square in (5) and holds for any amplitudes; the width is decided by how they are chosen.

The theorem ranks kernels by one criterion, the averaged mean square. It does not say that Jackson has the narrowest peak, which the half-widths above contradict, nor that it has the least leakage at a given distance. For a nonnegative kernel a small mean square does limit leakage: the weight farther than $d$ from the level is at most $M/d^2$, because each part of it contributes at least $d^2$ times its weight to $M$. No such guarantee follows from $M$ when the kernel changes sign.

## Numbers as computed

```
RMS WIDTH, level at a = 0, dimensionless x
N = 64: Fejer 0.12500, Jackson 0.047940
N = 256: Fejer 0.06250, Jackson 0.012200
N = 1024: Fejer 0.03125, Jackson 0.003063
log-log slope, N = 64 to 1024: Fejer -0.5000, Jackson -0.9920
Jackson rms at a = 1, N = 256: 0.000766
ALL FOLLOWING KERNEL DATA: N = 256
g_1: Fejer 0.996094, Jackson 0.999925
g_2: Fejer 0.992188, Jackson 0.999702
undamped kernel, lowest value / peak: -0.217
undamped mean square below 1e-10: True
largest g_1 from linear program, N = 12: 0.97094
cos(pi/13): 0.97094
Fejer g_1 for N = 12: 0.91667
FWHM in phi: Fejer 0.02174, Jackson 0.02907
large-N limit of N*FWHM: Fejer 5.566, Jackson 7.470
weight beyond |x| = 0.1: Fejer 0.0251, Jackson 0.000239
share of mean square beyond 0.1: Fejer 0.9374, Jackson 0.0454
Fejer share from 1-(2/pi)arcsin(0.1): 0.9362
Fejer moments to match Jackson rms: 6719
CHAIN MODEL
t1 = 1.0 eV, t2 = 0.6 eV, W = 2.0 eV, ring of 1024 sites
gap: 0.800 eV
rms width, N = 256: Fejer 0.1250 eV, Jackson 0.0244 eV
FWHM, N = 256: Fejer 0.0435 eV, Jackson 0.0581 eV
two test levels, separation: 0.080 eV
density midway / at level: Fejer 0.089, Jackson 0.502
false midgap density per site, 1/eV
N = 128: Fejer 7.552e-03, Jackson 1.198e-04, ratio 63
N = 256: Fejer 4.116e-03, Jackson 1.286e-05, ratio 320
N = 512: Fejer 2.110e-03, Jackson 1.595e-06, ratio 1323
prefactors, 1/eV: N*density (Fejer), (N+1)^3*density (Jackson)
formula: Fejer 0.9947, Jackson 251.0
mean over N = 128 to 252, step 4: Fejer 0.9954, Jackson 253.0
mean over N = 256 to 508, step 4: Fejer 0.9967, Jackson 250.6
```
